# Local-field shift of the transverse resonance in a dense oscillator medium

## What symmetry fixes

Identical, isotropic, electrically neutral oscillators sit on a simple cubic lattice of spacing $a$ and density $n=a^{-3}$. Each has dipole moment $\mathbf p$, so the polarization is $\mathbf P=n\mathbf p$. The field that drives an oscillator, $\mathbf E_{\rm loc}$, differs from the macroscopic field $\mathbf E$, which is averaged over many cells, because the neighbours are discrete and because an oscillator does not drive itself.

Electrostatics is linear, so for uniform $\mathbf P$ the difference is a tensor acting on $\mathbf P$. Half-turns about the cube axes remove its off-diagonal elements, and quarter-turns make the diagonal ones equal. In Gaussian field units $\mathbf E$ and $\mathbf P$ have the same dimension. For point dipoles $a$ is the only length, and dipole fields scale as $p/a^3=P$. Hence

$$\mathbf E_{\rm loc}=\mathbf E+4\pi L\,\mathbf P,$$

where $L$ is a pure number. Symmetry and dimensions fix this form; two derivations below give $L=1/3$.

Hartree atomic units are used with Gaussian fields and time factor $e^{-i\omega t}$. A charge $q$ of mass $m$ on a spring obeys $m\ddot{\mathbf u}=-m\omega_0^2\mathbf u+q\mathbf E_{\rm loc}$. Multiplying by $q/m$, with $\mathbf p=q\mathbf u$ and oscillator strength $f=q^2/m$, gives

$$(\omega_0^2-\omega^2)\mathbf p=f\,\mathbf E_{\rm loc}.$$

Here $\omega_0$ is the resonance of one isolated oscillator and already contains the effect of its own field. Multiply by $n$, insert the local field, and define $\omega_p^2=4\pi nf$:

$$(\omega_0^2-\omega^2)\mathbf P=\frac{\omega_p^2}{4\pi}\mathbf E+L\omega_p^2\mathbf P .$$

Moving the last term to the left and using $\varepsilon\mathbf E=\mathbf E+4\pi\mathbf P$,

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_T^2-\omega^2},\qquad \omega_T^2=\omega_0^2-L\omega_p^2 .$$

The pole $\omega_T$ is the frequency at which polarization persists with $\mathbf E=0$. For a transverse wave, Maxwell's equations give $k^2\mathbf E=(\omega^2/c^2)(\mathbf E+4\pi\mathbf P)$, hence

$$\mathbf E=\frac{4\pi\omega^2}{c^2k^2-\omega^2}\mathbf P .$$

This vanishes for $ck\gg\omega$. The lattice looks uniform for $ka\ll1$, so the transverse resonance belongs to the window $\omega/c\ll k\ll1/a$.

For a longitudinal wave, $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$ gives $\mathbf E=-4\pi\mathbf P$. The equation of motion becomes $(\omega_T^2-\omega^2)\mathbf P=-\omega_p^2\mathbf P$, so $\omega_L^2=\omega_T^2+\omega_p^2$.

## First derivation: Fourier series of the lattice field

Let each oscillator be a rigid Gaussian charge cloud that moves against a fixed cloud of equal shape and opposite charge. The normalized shape is

$$g(\mathbf r)=\frac{e^{-r^2/2s^2}}{(2\pi s^2)^{3/2}},$$

with $s$ the root-mean-square width per axis. At rest the charge density vanishes everywhere, so neighbours exert no static force. A small displacement creates the charge density $-q\mathbf u\cdot\nabla g=-\nabla\cdot(\mathbf p g)$, which is that of the polarization $\mathbf p g$. The force on a cloud is $q\int g\,\mathbf E\,d^3r$, so the driving field is the field averaged over the cloud.

For equal dipoles on all sites, the microscopic polarization has Fourier components $\mathbf P_{\mathbf G}=n\mathbf p\,e^{-G^2s^2/2}$ at the reciprocal-lattice vectors $\mathbf G$. The electrostatic field is parallel to $\mathbf G$ and satisfies $\mathbf G\cdot\mathbf E_{\mathbf G}=-4\pi\mathbf G\cdot\mathbf P_{\mathbf G}$. Therefore, for $\mathbf G\ne0$ and $\hat{\mathbf G}=\mathbf G/G$,

$$\mathbf E_{\mathbf G}=-4\pi\hat{\mathbf G}(\hat{\mathbf G}\cdot\mathbf P_{\mathbf G}).$$

The component $\mathbf G=0$ is the macroscopic field. Averaging over the cloud at the origin brings a second factor $e^{-G^2s^2/2}$:

$$\overline{\mathbf E}=\mathbf E-4\pi n\sum_{\mathbf G\ne0}\hat{\mathbf G}(\hat{\mathbf G}\cdot\mathbf p)e^{-G^2s^2}.$$

By cubic symmetry $\hat G_x^2$, $\hat G_y^2$ and $\hat G_z^2$ contribute equally to the sum. They add to one, so each may be replaced by $1/3$, and the mixed products cancel:

$$\overline{\mathbf E}=\mathbf E-\frac{4\pi\mathbf P}{3}\sum_{\mathbf G\ne0}e^{-G^2s^2}.$$

This still contains the oscillator's own field. For one isolated cloud the sum becomes an integral, and the angular average is again $1/3$:

$$\mathbf E_{\rm self}=-\frac{4\pi\mathbf p}{3}\int\frac{d^3q}{(2\pi)^3}e^{-q^2s^2}
=-\frac{4\pi\mathbf p}{3}\frac{1}{(4\pi s^2)^{3/2}} .$$

The last step uses $\int e^{-q^2s^2}d^3q=(\pi/s^2)^{3/2}$. Since $\omega_0$ already includes this field, it must be subtracted. With $\mathbf p=\mathbf P/n$,

$$\mathbf E_{\rm loc}=\mathbf E+\frac{4\pi\mathbf P}{3}\left[\frac{1}{n(4\pi s^2)^{3/2}}-\sum_{\mathbf G\ne0}e^{-G^2s^2}\right].$$

To evaluate the bracket, place a normalized Gaussian $(4\pi s^2)^{-3/2}e^{-r^2/4s^2}$ on every lattice site $\mathbf R$. The resulting periodic function has Fourier coefficients $ne^{-G^2s^2}$. Its value at the origin, written both ways, gives the Poisson identity

$$\sum_{\mathbf G}e^{-G^2s^2}=\frac{1}{n(4\pi s^2)^{3/2}}\left[1+\sum_{\mathbf R\ne0}e^{-R^2/4s^2}\right].$$

The term $\mathbf G=0$ on the left equals one. Moving it to the right and inserting the result, the self terms cancel and

$$\mathbf E_{\rm loc}=\mathbf E+\frac{4\pi}{3}(1-O)\mathbf P,\qquad
O=\frac{1}{n(4\pi s^2)^{3/2}}\sum_{\mathbf R\ne0}e^{-R^2/4s^2}.$$

The number $O$ measures the overlap with neighbouring clouds. For $s\ll a$ it vanishes, and $L=1/3$:

$$\boxed{\omega_T^2=\omega_0^2-\frac{\omega_p^2}{3}},\qquad \omega_L^2=\omega_0^2+\frac{2\omega_p^2}{3}.$$

In the opposite limit $s\gg a$, both terms in the bracket before the Poisson step vanish. Then $O\to1$ and the driving field becomes the macroscopic field: smooth, strongly overlapping clouds have no Lorentz correction.

## Second derivation: a sphere around one oscillator

Now take point dipoles and draw an imaginary sphere of radius $b$ around one site, with $b$ much larger than $a$ but much smaller than the wavelength. The polarization is then uniform across the sphere.

Outside the sphere, the dipoles may be replaced by a continuous polarization. About $b^2/a^2$ cells are cut by the surface, each causing a field error of order $p/b^3$. Their sum is at most of order $p/(a^2b)=Pa/b$. Within uncut cells the second-order variation of the dipole field averages to zero over a cube, because the Laplacian of that field vanishes; what remains is at most of order $Pa^4/b^4$. Both vanish for $b\gg a$.

The continuous medium as a whole produces $\mathbf E$. The outer part produces $\mathbf E$ minus the field of the continuous ball. A uniformly polarized ball has surface charge density $P\cos\theta$, with $\theta$ measured from $\mathbf P$. Positive charge lies ahead of the centre and pushes the field backwards, so the component along $\mathbf P$ at the centre is

$$E_{\rm ball}=-\int\frac{P\cos\theta}{b^2}\cos\theta\;b^2d\Omega
=-2\pi P\int_{-1}^{1}\mu^2d\mu=-\frac{4\pi P}{3}.$$

The outer medium therefore contributes $\mathbf E+4\pi\mathbf P/3$.

Inside the sphere the dipoles are counted one by one, without the central one. For dipoles along $x$ their field is

$$E_{{\rm near},x}=p\sum_{0<R<b}\frac{3x^2-R^2}{R^5}.$$

Cubic symmetry gives equal sums of $x^2/R^5$, $y^2/R^5$ and $z^2/R^5$, each one third of the sum of $R^2/R^5$. The expression is zero. The transverse components contain $xy$ or $xz$ and cancel between $x$ and $-x$. Thus $\mathbf E_{\rm loc}=\mathbf E+4\pi\mathbf P/3$ and again $L=1/3$.

A sum over layers shows how the factor arises in a film. Let dipoles along $x$ fill square layers normal to $z$. Direct summation over discs of radius $300a$, with a continuous sheet beyond, gives $4.51681\,p/a^3$ from the site's own layer and $-0.16373\,p/a^3$ from each adjacent layer. Including three layers on either side gives $4.18878\,p/a^3$, against $4\pi/3=4.18879$. This is the long-wave transverse case, where $\mathbf E=0$. For dipoles along $z$ the same procedure gives $-8.37757\,p/a^3$, which is $-4\pi P+4\pi P/3$: the longitudinal case.

## What each derivation assumes

Both assume linear, identical oscillators, negligible retardation between neighbours, and no electron transfer between sites. The Fourier route specifies the cloud shape and uses lattice periodicity. In return it separates the self-field explicitly and gives the correction for overlap. The sphere route assumes point dipoles and needs a radius between lattice spacing and wavelength. It shows where cubic order enters: the near field must cancel.

Without cubic order, a weaker statement survives. Take $N$ equal clouds at arbitrary positions in a large periodic cell and excite them uniformly, with zero macroscopic field. In the Fourier derivation $\hat G_x^2+\hat G_y^2+\hat G_z^2=1$ still holds, so averaging over three polarization directions restores the factor $1/3$. The Poisson identity, applied to all pair separations, leads to

$$\langle\omega^2\rangle=\omega_0^2-\frac{\omega_p^2}{3}(1-\bar O),$$

where $\bar O$ is $O$ averaged over sites. The uniform excitation is a superposition of normal modes, and its squared amplitudes are their shares of the optical strength. Hence $\langle\omega^2\rangle$ is the strength-weighted mean. Disorder can spread the modes, so a glass need not have one sharp pole.

The point-dipole result also requires $\omega_T^2>0$, or $\omega_p^2<3\omega_0^2$. Beyond this density the neighbours' field overcomes the restoring force against uniform polarization, and the linear model is unstable. The condition is necessary but not sufficient. In a column of dipoles that point along the column, each site receives $4\sum_{m\ge1}m^{-3}=4.81$ in units of $p/a^3$ from its own column, more than $4\pi/3$, and the nearest columns add to this if they are antiparallel. A pattern of alternating columns therefore becomes unstable at a lower density.

## A silica-like interlayer dielectric

One effective electronic oscillator represents each oxygen site. The rough inputs are $n=4.4\times10^{22}\ \mathrm{cm^{-3}}$, $f=3.2$ and $\hbar\omega_0=15.5$ eV. Frequencies below are quoted as photon energies. The spacing is $n^{-1/3}=0.283$ nm. Converting $4\pi nf$ from Hartree units gives $\omega_p=13.93$ eV and $\omega_p^2=194.14\ \mathrm{eV^2}$. Therefore

$$\omega_T^2=15.5^2-\frac{194.14}{3}=240.25-64.71=175.54\ \mathrm{eV^2},$$

so $\omega_T=13.25$ eV, a vacuum wavelength of 93.6 nm. The shift from $\omega_0$ is $-2.25$ eV. The longitudinal resonance is $\sqrt{175.54+194.14}=19.23$ eV.

Far below resonance,

$$\varepsilon(0)=1+\frac{194.14}{175.54}=2.106 .$$

Without local fields the denominator would be $240.25$ and the result 1.808. With $\omega_0$ and $f$ held fixed, point dipoles become unstable to uniform polarization at $3(240.25)/194.14=3.71$ times the present density; the alternating pattern becomes unstable earlier. Both statements are limited to point dipoles. For clouds of fixed width $s=0.07$ nm, used below, the bracket in the Fourier derivation cannot exceed its first term. This keeps $\omega_T^2$ above about $144\ \mathrm{eV^2}$ at any density, so the uniform instability does not occur.

The neglected effects can be sized one at a time:

- **Overlap.** A rough cloud width $s=0.07$ nm gives $O=0.1539$. The reduction of $\omega^2$ falls to $64.71(1-0.1539)=54.75\ \mathrm{eV^2}$, and $\omega_T$ rises to 13.62 eV. The result depends strongly on the assumed width: $s=0.06$ nm gives $O=0.054$ and 13.38 eV, while $s=0.08$ nm gives $O=0.284$ and 13.92 eV.
- **Disorder.** In one periodic sample of 64 such clouds, random displacements of $0.10a$ per axis (standard deviation) were applied and the coupled equations diagonalized. The mean overlap is $\bar O=0.209$, the root-mean-square resonance 13.75 eV, and the width about 0.5 eV (standard deviation of $\omega^2$ divided by twice that resonance). So small a sample fixes these numbers only roughly: other random draws give $\bar O$ from about 0.20 to 0.28, a resonance from 13.7 to 13.9 eV and a width from 0.5 to 0.8 eV. Samples of 512 clouds give $\bar O\approx0.225$, about 13.79 eV and a width near 0.65 eV.
- **Anisotropy.** Stretching a lattice of point dipoles to $c/a=1.05$ at fixed density changes $L$ to 0.358 across the long axis and 0.285 along it. The resonances are 13.07 and 13.60 eV.
- **Damping.** A term $-i\Gamma\omega$ added to $\omega_0^2-\omega^2$ passes unchanged into the denominator of $\varepsilon$. For $\Gamma=5$ eV the peak of ${\rm Im}\,\varepsilon$ is at 13.01 eV, while the imaginary part of the isolated oscillator's polarizability peaks at 15.30 eV. The separation remains about 2.3 eV.
- **Finite wave vector.** At $ka=0.3$, $ck=209$ eV. Solving $c^2k^2=\omega^2\varepsilon(\omega)$ puts the lower transverse branch at 13.22 eV. Lattice dispersion alone, for $k$ along a cube axis, gives 13.24 eV.

The parameters place the optical permittivity in the range of silica, with refractive index $\sqrt{2.106}=1.45$; since they were chosen for that regime, this is not independent evidence for the model. Real silica has a broad electronic absorption spectrum, not one line at $\omega_T$, and its bonded network permits electron transfer between sites, whose effect is not sized here. Among the effects sized above, overlap and disorder together raise the root-mean-square resonance by about 0.5 eV for the cloud width of 0.07 nm; another width would change this figure considerably. The model also omits lattice vibrations: against a rough static permittivity of 3.9, its electronic value of 2.1 leaves about 1.8 unaccounted for. It cannot by itself set the capacitance of an interconnect.

## Density, porosity and the resonance

Let a fraction $\phi=0.30$ of the material be removed, with $\omega_0$ and $f$ fixed. If the remaining oscillators are diluted uniformly on the molecular scale, $\omega_p^2$ becomes $0.70(194.14)=135.90\ \mathrm{eV^2}$. Then $\omega_T^2=240.25-45.30=194.95\ \mathrm{eV^2}$ and $\omega_T=13.96$ eV. The optical permittivity is $1+135.90/194.95=1.697$.

Pores much larger than $a$, but much smaller than the wavelength, leave the skeleton dense. Model one as an empty sphere in a concentric shell of permittivity $\varepsilon$, with outer radius 1 and inner radius $\phi^{1/3}$. Choose the surrounding permittivity $\varepsilon_{\rm eff}$ so that the coated void leaves a unit external field undisturbed. The potentials, divided by $\cos\theta$, are $-Ar$ in the void, $-Br+C/r^2$ in the shell and $-r$ outside. Continuity of potential and of normal displacement gives

$$A=B-\frac C\phi,\qquad A=\varepsilon\left(B+\frac{2C}{\phi}\right),$$

$$B-C=1,\qquad \varepsilon_{\rm eff}=\varepsilon(B+2C).$$

Equating the two expressions for $A$ yields $C=\beta B$ with $\beta=\phi(1-\varepsilon)/(1+2\varepsilon)$. The third equation gives $B=1/(1-\beta)$, so

$$\varepsilon_{\rm eff}=\varepsilon\,\frac{1+2\beta}{1-\beta}.$$

At the dense resonance $\varepsilon\to\infty$ and $\beta\to-\phi/2$. Thus $\varepsilon_{\rm eff}\to2(1-\phi)\varepsilon/(2+\phi)$: the pole stays at 13.25 eV. The total strength is $(1-\phi)\omega_p^2$, so this pole holds the share $2/(2+\phi)=0.87$. The rest belongs to a void mode at $\beta=1$, where $\varepsilon=-(1-\phi)/(2+\phi)$. Solving for frequency,

$$\omega^2=\omega_T^2+\frac{2+\phi}{3}\omega_p^2,$$

which gives 18.01 eV.

The optical permittivity of the void film is 1.728, close to the 1.697 of uniform dilution, but the main resonance differs by 0.71 eV for point dipoles. With clouds of width 0.07 nm, uniform dilution moves it from 13.62 to 14.08 eV, a smaller shift of 0.46 eV.

In these models, a shift of the transverse resonance reports density when the dilution is uniform. If sites are instead removed at random, the strength-weighted mean of $\omega^2$ still follows the density, with the overlap keeping its dense value: the root-mean-square resonance is 13.96 eV for point dipoles and 14.21 eV for clouds of width 0.07 nm. When damping is weak the absorption peak can move much less; for point dipoles and $\Gamma=0.5$ eV it moves only from 13.25 to about 13.4 eV. When the voids are closed and large compared with the site spacing, porosity appears in the strength of an unshifted pole and in additional void modes. Both signs depend on pore shape and arrangement: the value 0.87 and the single void mode belong to the coated-sphere model of well-separated spherical voids. Randomly placed, overlapping voids spread the void strength over a band of several eV. With the 5 eV damping used above, the void mode no longer forms a separate absorption peak.

Numerical values quoted here were computed with a short program.
